\section*{Spherical pores lower permittivity least among dilute, randomly oriented ellipsoids, part 1}

(Sections cited here and not found follow in the second part.)

\section{First half: from one pore to the film}

\subsection{The decision about pore shape}

Anyone who calculates the permittivity of a porous dielectric film from its porosity must decide which pore shape to put into the calculation. The porosity may be known while the shapes are not. Spheres are the convenient choice, and one needs to know in which direction that choice errs.

For a small volume fraction of randomly oriented ellipsoidal air pores, the direction is definite. Spheres give the smallest reduction of the permittivity, hence the highest film permittivity at a given porosity. As far as shape is concerned, a designer who must stay below a permittivity limit is therefore on the safe side with spheres. A small margin is still needed for the interaction between pores, which is estimated in the second half. The direction of the shape effect also matters when the calculation is run backwards. If a porosity is inferred from a known reduction of the permittivity, the assumption of spheres gives the largest porosity compatible with that reduction.

Both statements rest on an inequality for convex functions, but the inequality comes last. First one must know how an ellipsoidal pore responds to a field, and why its shape enters through three numbers whose sum is fixed. This half derives that response and the permittivity of a dilute film. The second half compares the shapes.

\subsection{Setting and conventions}

Permittivities are relative to vacuum, so they are pure numbers. The factor $\varepsilon_0$ is divided out of the displacement, and $\mathbf D=\varepsilon\mathbf E$ in the host. The host is uniform and isotropic, with a real permittivity $\varepsilon>1$. The filling of a pore has permittivity $\kappa>0$. For air $\kappa=1$ will be inserted, but keeping $\kappa$ general costs nothing and is needed later for pores that contain water.

The field is static. This also covers an alternating field whose wavelength is much longer than the pores and their separations, provided that $\varepsilon$ is the host value at that frequency and losses are negligible. Pore walls are sharp. With potential $\phi$ and $\mathbf E=-\nabla\phi$, there is no free charge, so
\begin{equation}
\nabla^2\phi=0
\end{equation}
in each material. At a wall, $\phi$ and the normal component of $\mathbf D$ are continuous.

Consider one pore centred at the origin, with semi-axes $a_1,a_2,a_3$ along the coordinate axes. Far from it the field is uniform, of strength $E$, along axis $j$. Other field directions follow by superposition because the equations are linear.

\subsection{A coordinate that labels confocal ellipsoids}

The wall is not a surface of constant radius, so a coordinate adapted to it is needed. For a point outside the pore, define $\xi>0$ by
\begin{equation}
\sum_{i=1}^3\frac{x_i^2}{q_i}=1,\qquad q_i=a_i^2+\xi .
\label{eq:xi}
\end{equation}
At $\xi=0$ the sum exceeds one for an outside point, and it falls steadily to zero as $\xi$ grows. There is therefore one positive solution. On the wall $\xi=0$, and far away $\xi\simeq r^2$.

Define also
\begin{equation}
H=\sum_i\frac{x_i^2}{q_i^2},\qquad
K=\sum_i\frac{x_i^2}{q_i^3}.
\end{equation}
Differentiating \eqref{eq:xi} with respect to $x_i$ gives $2x_i/q_i-H\,\partial_i\xi=0$, because every $q_k$ depends on $x_i$ through $\xi$. Thus
\begin{equation}
\partial_i\xi=\frac{2x_i}{q_iH},\qquad
|\nabla\xi|^2=\frac{4}{H^2}\sum_i\frac{x_i^2}{q_i^2}=\frac4H .
\label{eq:grad}
\end{equation}

The Laplacian follows by differentiating once more. The product rule gives three terms:
\begin{equation}
\nabla^2\xi=\sum_i\frac{2}{q_iH}
-\sum_i\frac{2x_i\,\partial_i\xi}{q_i^2H}
-\sum_i\frac{2x_i\,\partial_iH}{q_iH^2}.
\end{equation}
With \eqref{eq:grad}, the second term is $-4K/H^2$. For the third, the derivative of $H$ is
\begin{equation}
\partial_iH=\frac{2x_i}{q_i^2}-2K\,\partial_i\xi
=\frac{2x_i}{q_i^2}-\frac{4Kx_i}{q_iH}.
\end{equation}
The third term becomes
\begin{equation}
-\frac{1}{H^2}\left(4K-\frac{8K}{H}\,H\right)=+\frac{4K}{H^2},
\end{equation}
and it cancels the second. Now let
\begin{equation}
R(s)=\sqrt{(s+a_1^2)(s+a_2^2)(s+a_3^2)} .
\end{equation}
Its logarithmic derivative is $R'/R=\tfrac12\sum_i1/(s+a_i^2)$. At $s=\xi$ the remaining first term is therefore
\begin{equation}
\nabla^2\xi=\frac2H\sum_i\frac1{q_i}=\frac4H\,\frac{R'}{R}.
\label{eq:lap}
\end{equation}

\subsection{The outside potential}

The pore should add a dipole-like disturbance to the uniform field. The candidate is $x_jA_j(\xi)$, with
\begin{equation}
A_j(\xi)=\int_\xi^\infty\frac{ds}{(s+a_j^2)R(s)} .
\label{eq:A}
\end{equation}
To see that it satisfies Laplace's equation, note that the derivative with respect to the lower limit is
\begin{equation}
A_j'=-\frac{1}{q_jR},\qquad
\frac{A_j''}{A_j'}=-\frac1{q_j}-\frac{R'}R .
\end{equation}
Equations \eqref{eq:grad} and \eqref{eq:lap} then give
\begin{equation}
\nabla^2A_j=A_j''|\nabla\xi|^2+A_j'\nabla^2\xi
=\frac4H\left(A_j''+A_j'\frac{R'}R\right)
=-\frac{4A_j'}{q_jH}.
\end{equation}
The Laplacian of the product has a cross term as well:
\begin{equation}
\nabla^2(x_jA_j)=2\,\partial_jA_j+x_j\nabla^2A_j
=\frac{4x_jA_j'}{q_jH}-\frac{4x_jA_j'}{q_jH}=0 .
\end{equation}
Far away the integrand of \eqref{eq:A} tends to $s^{-5/2}$, so $A_j\simeq\tfrac23r^{-3}$. The function $x_jA_j$ then varies as $x_j/r^3$, which is the potential of a dipole along axis $j$.

\subsection{Matching at the wall}

Take
\begin{equation}
\phi_{\rm out}=-Ex_j\,[1-CA_j(\xi)],\qquad
\phi_{\rm in}=-E_{\rm in}x_j ,
\label{eq:ansatz}
\end{equation}
with constants $C$ and $E_{\rm in}$. Both potentials satisfy Laplace's equation. Continuity at $\xi=0$ requires
\begin{equation}
E_{\rm in}=E-EC\,A_j(0).
\label{eq:cont}
\end{equation}
The factor $x_j$ has cancelled, so this single condition holds over the whole wall.

For the normal displacement, let $\mathbf n=\nabla\xi/|\nabla\xi|$ be the outward normal. At the wall \eqref{eq:grad} gives
\begin{equation}
n_j=\frac{2x_j}{a_j^2H|\nabla\xi|}
=\frac{x_j|\nabla\xi|}{2a_j^2},
\label{eq:normal}
\end{equation}
where $1/H=|\nabla\xi|^2/4$ was used. The outward derivative of the outside potential is
\begin{equation}
\partial_n\phi_{\rm out}
=-E[1-CA_j(0)]n_j+ECx_jA_j'(0)|\nabla\xi| .
\end{equation}
The first term is $-E_{\rm in}n_j$ by \eqref{eq:cont}. In the second, $A_j'(0)=-1/(a_j^2a_1a_2a_3)$, and \eqref{eq:normal} gives $x_j|\nabla\xi|/a_j^2=2n_j$. Hence
\begin{equation}
\partial_n\phi_{\rm out}=-n_j\left(E_{\rm in}+\frac{2EC}{a_1a_2a_3}\right).
\end{equation}
Inside, $\partial_n\phi_{\rm in}=-E_{\rm in}n_j$. Equating $\kappa\,\partial_n\phi_{\rm in}$ with $\varepsilon\,\partial_n\phi_{\rm out}$ yields
\begin{equation}
EC=\frac{a_1a_2a_3}{2}\,\frac{\kappa-\varepsilon}{\varepsilon}\,E_{\rm in}.
\end{equation}
The position has dropped out again, which confirms that a uniform inside field is possible. Define the depolarization factor
\begin{equation}
L_j=\frac{a_1a_2a_3}{2}\int_0^\infty\frac{ds}{(s+a_j^2)R(s)} .
\label{eq:L}
\end{equation}
Equation \eqref{eq:cont} becomes
\begin{equation}
E_{\rm in}=E-L_j\frac{(\kappa-\varepsilon)E_{\rm in}}{\varepsilon},
\label{eq:depol}
\end{equation}
and solving for the pore field gives
\begin{equation}
E_{\rm in}=\frac{\varepsilon}{\varepsilon+L_j(\kappa-\varepsilon)}\,E .
\label{eq:Ein}
\end{equation}

No other solution exists. The difference $u$ of two solutions satisfies the same wall conditions and vanishes at infinity. It falls at least as $1/r$, and its gradient at least as $1/r^2$. Integrating $u\nabla\cdot(\varepsilon\nabla u)=0$ over a large sphere by parts, with the local permittivity in place of $\varepsilon$, leaves $\int\varepsilon|\nabla u|^2dV$ equal to a surface term that vanishes as the sphere grows. Hence $\nabla u=0$, and $u=0$.

\subsection{What the depolarization factors mean}

The quantity $(\kappa-\varepsilon)\mathbf E_{\rm in}$ is the polarization of the pore in excess of what the host material would have in the same field $\mathbf E_{\rm in}$. Equation \eqref{eq:depol} says that the resulting wall charge changes the inside field by $-L_j/\varepsilon$ times this excess. For air the excess polarization is negative, so the wall charge strengthens the field in the pore.

The three factors are positive and obey a sum rule. Adding \eqref{eq:L} over $j$ and using $\sum_j1/(s+a_j^2)=2R'/R$ gives
\begin{equation}
\sum_jL_j=a_1a_2a_3\int_0^\infty\frac{R'}{R^2}\,ds
=\frac{a_1a_2a_3}{R(0)}=1 .
\label{eq:sum}
\end{equation}
The last step uses $R(\infty)=\infty$ and $R(0)=a_1a_2a_3$.

A longer axis has a smaller factor, because a larger $a_j$ makes the integrand of \eqref{eq:L} smaller at every $s$. Equal factors therefore require equal axes. For a sphere each factor is $1/3$ by symmetry. Size is irrelevant: multiplying all axes by $\lambda$ and writing $s=\lambda^2t$ multiplies the prefactor by $\lambda^3$ and the integral by $\lambda^{-3}$.

As a numerical test independent of confocal coordinates, the Coulomb field of the surface charge on a uniformly polarized ellipsoid with axis ratio $3:2:1$ was integrated directly. At the centre and at one off-centre point, the field per unit polarization agreed with $-L_j$ within $10^{-5}$. The factors are $0.156$, $0.267$ and $0.577$, from the longest axis to the shortest.

\subsection{Averaging over the film}

The effective permittivity is defined by $\langle\mathbf D\rangle=\varepsilon_{\rm eff}\langle\mathbf E\rangle$, where the brackets denote volume averages over a sample containing many pores. With air in the pores, $\mathbf D=\varepsilon\mathbf E-(\varepsilon-1)\mathbf E$ there, while $\mathbf D=\varepsilon\mathbf E$ elsewhere. If $f$ is the pore volume fraction,
\begin{equation}
\langle\mathbf D\rangle=\varepsilon\langle\mathbf E\rangle
-(\varepsilon-1)f\,\langle\mathbf E\rangle_{\rm pores}.
\label{eq:avg}
\end{equation}
This identity needs no dilution. Dilution enters when the pore field is evaluated. Each pore responds to the field that would exist at its place without it. For pores far apart compared with their longest axis, and without clustering, the average of that field over the pores differs from $\langle\mathbf E\rangle$ by an amount of order $f$, although the field at a single pore may deviate more. The explicit $f$ in \eqref{eq:avg} turns this difference into a correction of order $f^2$.

A pore with axis directions $\mathbf u_j$ has the field
\begin{equation}
\mathbf E_{\rm in}=\sum_j\frac{\varepsilon}{\varepsilon-L_j(\varepsilon-1)}\,
\mathbf u_j(\mathbf u_j\cdot\mathbf E).
\end{equation}
Random orientation means that every rotation of the pore is equally likely, independently of its position and size. The mean squares of the three Cartesian components of $\mathbf u_j$ are then equal and add up to one, so each is $1/3$. The mean product of two different components vanishes, since a half-turn about one coordinate axis reverses its sign. Each dyad $\mathbf u_j\mathbf u_j$ thus averages to one third of the unit tensor, and
\begin{equation}
\varepsilon_{\rm eff}=\varepsilon-fB+O(f^2),\qquad
B=\frac13\sum_jb_j,\qquad
b_j=\frac{\varepsilon(\varepsilon-1)}{\varepsilon-L_j(\varepsilon-1)} .
\label{eq:B}
\end{equation}
The number $b_j$ is the reduction per unit pore fraction when axis $j$ of every pore lies along the field. The number $B$ is its orientation average. For spheres,
\begin{equation}
B_{\rm s}=\frac{\varepsilon(\varepsilon-1)}{\varepsilon-(\varepsilon-1)/3}
=\frac{3\varepsilon(\varepsilon-1)}{2\varepsilon+1}.
\label{eq:Bs}
\end{equation}

\section{Second half: comparing the shapes}

\subsection{Results carried over}

A host of permittivity $\varepsilon>1$ contains a small volume fraction $f$ of ellipsoidal air pores with random orientation. The film permittivity is $\varepsilon-fB$ to first order in $f$, where $B$ is the mean of
\begin{equation}
b_j=\varepsilon(\varepsilon-1)\,g(L_j),\qquad
g(L)=\frac{1}{\varepsilon-L(\varepsilon-1)},\qquad j=1,2,3 .
\end{equation}
The depolarization factors $L_j$ are positive, add up to one, and are all equal to $1/3$ for a sphere and for no other ellipsoid. The sphere has $B_{\rm s}=3\varepsilon(\varepsilon-1)/(2\varepsilon+1)$. A pore with filling $\kappa$ has the field $\varepsilon E/[\varepsilon+L_j(\kappa-\varepsilon)]$ when $E$ is applied along axis $j$.

\subsection{Jensen's inequality}

Between $L=0$ and $L=1$ the denominator of $g$ falls from $\varepsilon$ to $1$, so it stays positive. Two differentiations give
\begin{equation}
g'(L)=\frac{\varepsilon-1}{[\varepsilon-L(\varepsilon-1)]^2},\qquad
g''(L)=\frac{2(\varepsilon-1)^2}{[\varepsilon-L(\varepsilon-1)]^3}>0 .
\end{equation}
The graph of $g$ is strictly convex and lies above each of its tangents. The tangent at $L=1/3$ gives
\begin{equation}
g(L_j)\ge g(\tfrac13)+g'(\tfrac13)\,(L_j-\tfrac13).
\end{equation}
Averaged over the three axes, the last term vanishes because the $L_j$ have mean $1/3$. What remains is Jensen's inequality for this case,
\begin{equation}
\frac13\sum_jg(L_j)\ge g(\tfrac13),
\qquad\text{hence}\qquad B\ge B_{\rm s}.
\label{eq:jensen}
\end{equation}
Equality requires every $L_j$ to be $1/3$, which means a sphere.

The physical content is a competition between axes. When a sphere is deformed into another ellipsoid at fixed volume, some depolarization factors rise above $1/3$ and others fall below it by as much in total. The field in the pore becomes stronger when the applied field lies along an axis whose factor has risen, and weaker along an axis whose factor has fallen. Since $g$ steepens with $L$, the rise outweighs the fall. A stronger average field in the pores means that more displacement is lost there, and the film permittivity is lower.

The result extends to a mixture of shapes. To first order each shape contributes its own $B$, weighted by its share of the pore volume, and no contribution lies below $B_{\rm s}$. The argument does not cover pores that are not ellipsoids.

To first order in the pore fraction, randomly oriented ellipsoidal air pores lower the film permittivity at least as much as spheres of the same volume fraction, with equality only for spheres. What remains is the size of the difference, its limits for discs and needles, a worked example, and the influence of alignment, pore interaction and other effects.
